\section*{Roughness of a film grown with linear surface diffusion, part 2}

Atoms arrive at random on a growing film while surface diffusion smooths it. The problem is to find the root-mean-square roughness $W$, where $W^2=\langle h^2\rangle$ and angle brackets average over repeated growth runs. The surface height is $vt+h(\mathbf x,t)$, with $v$ the growth speed and $h=0$ at the start. Conservation of volume gives
\begin{equation}
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j+\eta ,
\label{eq:cons}
\end{equation}
where $\mathbf j$ is the volume current along the surface, per unit length of a line in the plane, and $\eta$ is the fluctuation of the arrival rate. For surface diffusion with stiffness $K$, this becomes
\begin{equation}
\frac{\partial h}{\partial t}=-K\nabla^4h+\eta .
\label{eq:growth}
\end{equation}
The noise $\eta$ is Gaussian, with zero mean, and is uncorrelated in space and time. Its strength is
\begin{equation}
2D=\Omega v ,
\label{eq:shot}
\end{equation}
where $\Omega$ is the atomic volume and $J=v/\Omega$ is the number of arrivals per unit area and time.

For waves $e^{i\mathbf k\cdot\mathbf x}$ with $k=|\mathbf k|$, the height spectrum $S$ and the squared width on an infinite plane are
\begin{equation}
S(k,t)=\frac{D(1-e^{-2Kk^4t})}{Kk^4},\qquad
W^2=D\sqrt{\frac{t}{8\pi K}} ,
\label{eq:recall}
\end{equation}
and the lateral length is $\xi=(Kt)^{1/4}$. Where an atomic cutoff is needed, waves with $k>\Lambda$ are left out.

The example is a silicon film 20 nm thick, with lattice constant 0.543 nm, $\Omega=0.02001$ nm$^3$, $v=0.10$ nm/s, $D=0.001001$ nm$^4$/s and $t=200$ s. The stiffness $K=0.10$ nm$^4$/s is chosen, not measured. These values give $W=0.0945$ nm and $\xi=2.1$ nm. A surface site has area $a^2$ with $a=0.384$ nm, and a circle in $\mathbf k$ space holding one wave per site has radius $\Lambda=9.23$ nm$^{-1}$.

The closing table also lists a noise test: the measured variance of random arrivals in cells of area $A$, divided by the formula $2Dt/A$.

\subsection{A finite surface}

Consider a periodic square of side $L$. Its waves have $\mathbf k_{\mathbf n}=2\pi\mathbf n/L$, where $\mathbf n$ has two integer components. Let $C(\mathbf r)$ be the height correlation on the infinite plane,
\begin{equation}
C(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}\,S(k,t)e^{i\mathbf k\cdot\mathbf r},
\qquad C(0)=W^2 .
\end{equation}
The sum of shifted copies, $\sum_{\mathbf m}C(\mathbf r+\mathbf mL)$, is periodic. Its Fourier coefficient is
\begin{equation}
\frac1{L^2}\int_{L\times L}d^2r\sum_{\mathbf m}C(\mathbf r+\mathbf mL)
e^{-i\mathbf k_{\mathbf n}\cdot\mathbf r}
=\frac1{L^2}\int d^2r\,C(\mathbf r)e^{-i\mathbf k_{\mathbf n}\cdot\mathbf r}
=\frac{S(k_{\mathbf n},t)}{L^2},
\end{equation}
because the shifted squares tile the plane and the exponential is unchanged by a shift $\mathbf mL$. At $\mathbf r=0$ this gives
\begin{equation}
\frac1{L^2}\sum_{\mathbf n}S(k_{\mathbf n},t)
=W^2+\sum_{\mathbf m\ne0}C(\mathbf mL).
\end{equation}
For $L\gg\xi$ the last sum is negligible: $S$ is a smooth function of $\mathbf k$ that varies on the scale $1/\xi$, so its transform dies away rapidly beyond $\xi$.

The width of a finite surface is measured from its own mean height, which removes the wave $\mathbf n=0$. Since $S(0,t)=2Dt$,
\begin{equation}
W_L^2\simeq D\sqrt{\frac{t}{8\pi K}}-\frac{2Dt}{L^2},
\qquad L\gg\xi .
\label{eq:finite}
\end{equation}
For a window cut from a much larger surface, the variance of the window mean is also about $L^{-2}\int C\,d^2r=S(0,t)/L^2$, so the same leading correction applies. With $L=1000$ nm it lowers $W^2$ in the example by 0.004 percent.

Equation \eqref{eq:finite} fails well before $\xi$ reaches $L$: it is 4 percent too high at $\xi=0.15L$ and 24 percent too high at $\xi=0.2L$. At very late times all nonzero waves of the periodic square reach $S=D/(Kk^4)$, and
\begin{equation}
W_L^2\to\frac1{L^2}\sum_{\mathbf n\ne0}\frac{D}{K}
\left(\frac{L}{2\pi|\mathbf n|}\right)^4
=\frac{DL^2}{16\pi^4K}\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^4}.
\end{equation}
The sum converges, so the width saturates at a value proportional to $L$. Unlimited growth requires an infinite plane.

Two tests used a square lattice of $256\times256$ sites, in units where the spacing, $K$ and $D$ are one. At $t=50\,000$ the numerically diagonalized lattice operator gave $W_L^2=43.16$, while \eqref{eq:finite} gives 43.08. The correction $2Dt/L^2=1.53$ is much larger than the difference, so this comparison is sensitive to it. At $t=20$ a random simulation in real space gave 0.962, against 0.937 from the sum over lattice waves. The difference is 2.7 percent of the latter, about one standard error for a single random sample (2.6 percent); the finite time step accounts for about 0.6 percent.

\subsection{Heights and slopes behave differently}

The mean-square slope contains an extra $k^2$:
\begin{equation}
\langle|\nabla h|^2\rangle=\int_{k<\Lambda}\frac{d^2k}{(2\pi)^2}k^2S
=\frac{D}{2\pi K}\int_0^\Lambda\frac{1-e^{-2Kk^4t}}{k}\,dk .
\end{equation}
Let $x=2Kk^4t$, so $dx/x=4\,dk/k$, and let $X=2K\Lambda^4t$. Then
\begin{equation}
\langle|\nabla h|^2\rangle
=\frac{D}{8\pi K}\int_0^X\frac{1-e^{-x}}x\,dx .
\end{equation}
Split the integral at $x=1$ and write $E_1(X)=\int_X^\infty e^{-x}dx/x$:
\begin{equation}
\int_0^X\frac{1-e^{-x}}x\,dx
=\ln X+E_1(X)+\left[\int_0^1\frac{1-e^{-x}}x\,dx-E_1(1)\right].
\end{equation}
Integration by parts on either side of $x=1$ shows that the bracket equals $-\int_0^\infty e^{-x}\ln x\,dx$, which is Euler's constant $\gamma_E$. Hence
\begin{equation}
\langle|\nabla h|^2\rangle
=\frac{D}{8\pi K}\left[\ln X+\gamma_E+E_1(X)\right].
\end{equation}
Unlike the width, the slope diverges logarithmically if $\Lambda\to\infty$. Its value therefore needs an atomic cutoff. The example gives an rms slope of 0.072 with the circular cutoff. Halving or doubling $\Lambda$ gives 0.064 or 0.080, and the nearest-neighbour square lattice gives 0.077. All of these are small enough for the small-slope geometry of the linear model.

\subsection{Whole atomic layers}

The layer height is $d=0.543/4=0.1358$ nm, so $W$ is 0.70 layers. A real column top sits at a whole number of layers, while $h$ is continuous. We can estimate the effect by rounding $h$ to the nearest multiple of $d$.

Let $s$ be the part removed by rounding, with $-d/2<s<d/2$. If $s$ is spread evenly over this interval, its variance is
\begin{equation}
\frac1d\int_{-d/2}^{d/2}s^2\,ds=\frac{d^2}{12}.
\end{equation}
The quantity $s^2$ also contains harmonics in $h$ of period $d$, and $hs$ contains such harmonics multiplied by $h$. Since $h$ is a linear sum of Gaussian noise, it is Gaussian, and its first harmonic has the average
\begin{equation}
\left\langle\cos\frac{2\pi h}{d}\right\rangle
=e^{-2\pi^2W^2/d^2}=7\times10^{-5}.
\end{equation}
Higher harmonics are smaller still, and a factor $h$ in front of a harmonic leaves the small exponential in its average unchanged. The rounded variance is therefore close to $W^2+d^2/12$. Direct summation over the layers gives an increase of 17 percent in $W^2$, or 8 percent in $W$. This is the effect of rounding a continuous height, not of atomic discreteness in general. For independent columns built from whole atoms, counting arrivals gives exactly $2Dt/a^2$, with no added $d^2/12$. Nor does the estimate show that layer-by-layer growth itself obeys the continuum equation.

\subsection{An uphill current}

A neglected effect that can change the result strongly in this example is a current driven by the slope. Let $\mathbf j=\nu\nabla h$, with $\nu>0$ for an uphill current. Conservation adds $-\nu\nabla^2h$ to the growth equation. Because $\nabla^2\to-k^2$, each wave now changes at the rate
\begin{equation}
\sigma=\nu k^2-Kk^4 .
\end{equation}
Long waves with $k^2<\nu/K$ grow. Setting $d\sigma/d(k^2)=0$ gives the fastest at $k^2=\nu/(2K)$, with rate $\nu^2/(4K)$.

The spectrum is $2D\int_0^te^{2\sigma(t-s)}ds=D F(\sigma)$, where
\begin{equation}
F(\sigma)=\frac{e^{2\sigma t}-1}{\sigma},\qquad F(0)=2t .
\end{equation}
With $u=k^2$, the width is
\begin{equation}
W_\nu^2=\frac{D}{4\pi}\int_0^\infty F(\nu u-Ku^2)\,du .
\label{eq:nuwidth}
\end{equation}
For weak currents we differentiate at $\nu=0$. Each $F$ contributes $uF'(\sigma)$, with $\sigma=-Ku^2$ and $u\,du=-d\sigma/(2K)$. Reversing the limits absorbs the minus sign:
\begin{align}
\left.\frac{dW_\nu^2}{d\nu}\right|_0
&=\frac{D}{4\pi}\,\frac1{2K}\int_{-\infty}^0F'(\sigma)\,d\sigma\nonumber\\
&=\frac{D}{8\pi K}\left[F(0)-F(-\infty)\right]
=\frac{Dt}{4\pi K},
\end{align}
since $F(-\infty)=0$. Dividing by $W^2$ gives the relative change to first order,
\begin{equation}
\frac{W_\nu^2-W^2}{W^2}\simeq
\frac{\nu t}{4\pi K}\sqrt{\frac{8\pi K}{t}}
=\nu\sqrt{\frac{t}{2\pi K}} .
\label{eq:relative}
\end{equation}
However small $\nu$ is, the correction grows with time. A downhill current has $\nu<0$ and reduces the width at first order.

\subsection{How a step edge drives atoms uphill}

Consider a terrace of width $\ell$. Atoms land on it at rate $J$ per unit area and diffuse with coefficient $D_a$. The ascending step at $x=0$ absorbs them freely. At $x=\ell$, an atom must cross an additional barrier $E$ to descend. The steady density obeys $D_an''+J=0$ with $n(0)=0$, so
\begin{equation}
n=-\frac{Jx^2}{2D_a}+Bx,\qquad
f(x)=-D_an'=Jx-D_aB ,
\end{equation}
where $f$ is the current towards the descending edge.

The barrier fixes $B$. The last site lies one spacing $a$ from the edge, and its descent rate is reduced by $e^{-E/k_BT}$. A current $f$ then requires a density $afe^{E/k_BT}/D_a$ on that site. Extending the density over the last spacing subtracts $af/D_a$, so
\begin{equation}
n(\ell)=\frac{\ell_E}{D_a}f(\ell),\qquad
\ell_E=a\left(e^{E/k_BT}-1\right).
\end{equation}
Inserting $n$ and $f$ gives
\begin{equation}
-\frac{J\ell^2}{2}+D_aB\ell=\ell_E(J\ell-D_aB),\qquad
D_aB=\frac{J\ell(\ell/2+\ell_E)}{\ell+\ell_E}.
\end{equation}
Hence $f(\ell)=J\ell-D_aB=J\ell^2/[2(\ell+\ell_E)]$. The mean current in the uphill direction is $D_a[n(\ell)-n(0)]/\ell=\ell_Ef(\ell)/\ell$. Multiplying by $\Omega$ and using $\Omega J=v$, we find the volume current
\begin{equation}
j_{\rm up}=\frac{v\ell}{2}\,\frac{\ell_E}{\ell+\ell_E}.
\end{equation}
An atomic hopping chain with 400 bonds agreed with this current to within 0.5 percent for $E/k_BT=1$ and 4.

The terrace has slope $d/\ell$. The formula for $j_{\rm up}$ grows with $\ell$, so on a regular staircase the current falls as the slope rises. On a nearly flat surface, new islands limit the terrace width to some $\ell$, and the net current vanishes at zero slope by symmetry. We assume, without deriving it, that the current rises linearly from zero up to the slope $d/\ell$. This gives the estimate
\begin{equation}
\nu\simeq\frac{j_{\rm up}}{d/\ell}
=\frac{v\ell^2\ell_E}{2d(\ell+\ell_E)}.
\end{equation}
To choose $\ell$, suppose that smoothing is set by one diffusion length and the layer completion rate $v/d$. Dimensions then suggest $K\approx(v/d)\ell^4$, so
\begin{equation}
\ell\approx\left(\frac{0.10\times0.1358}{0.10}\right)^{1/4}\mathrm{nm}
=0.61\ \mathrm{nm}.
\end{equation}
This is less than two surface sites, so the terrace calculation gives only a rough value here. In a hopping chain with just two bonds, the current is half that given by the continuum formula.

At 500 K, $k_BT=43.1$ meV. A barrier of 10 meV gives $\nu=0.019$ nm$^2$/s. Equation \eqref{eq:relative} predicts a 34 percent increase in $W^2$; the full integral \eqref{eq:nuwidth} gives 53 percent. For 5 meV the full increase is 21 percent. For 50 meV, $W^2$ is multiplied by 89, whereas first order gives a factor of 2.4. That large value is a warning, not a forecast. It corresponds to $W\approx0.89$ nm, and multiplying by the fastest wave number, about 0.63 nm$^{-1}$, gives a slope near 0.56. This exceeds the terrace slope $d/\ell\approx0.22$ on which the estimate was based.

\subsection{Diffusion noise and nonlinear smoothing}

Random hops add a conserved noise. An adatom density $n_a$ gives a number-current noise of strength $2D_an_a$, hence height noise $2\Omega^2D_an_ak^2$. Estimating $n_a\approx J\ell^2/D_a$ turns this into $2\Omega v\ell^2k^2=4D\ell^2k^2$. Relative to the arrival noise $2D$, it is $2\ell^2k^2$, or roughly 0.2 at $k=1/\xi$. This is a ratio of noise powers at one wave number, and it omits numerical factors: the terrace solution without a barrier has mean density $J\ell^2/(12D_a)$. Nor can this noise simply be added to the arrival noise, because the same hops also spread out the random landing positions. Suppose atoms move independently and are captured after a random time of mean $\tau$, with $\ell^2=D_a\tau$ and $q=\ell^2k^2$. Relative to $2D$, the incorporated flux then receives $1/(1+q)^2$ from the arrivals, $2q/(1+q)^2$ from the hops and $q^2/(1+q)^2$ from the capture events. These add to one, as they must, since random points displaced independently are still random points. A net conserved noise needs correlated motion, such as the random nucleation of islands, and its effect on $W^2$ is not estimated here.

The adatom density can also depend on the square of the slope, which adds a conserved term of magnitude $\lambda\nabla^2|\nabla h|^2$. On a flat surface $\Omega D_an_a\approx v\ell^2$. A slope $m$ matters when $m\approx d/\ell$, so its effect is of order $v\ell^2(m\ell/d)^2$. Thus $\lambda\approx v\ell^4/d^2\approx K/d$. For features of height $W$ and lateral size $\xi$, the nonlinear term divided by the linear term is of order
\begin{equation}
\frac{\lambda W^2/\xi^4}{KW/\xi^4}=\frac{\lambda W}{K}
\approx\frac Wd=0.70 .
\end{equation}
This ratio compares two terms at one scale and omits numerical factors. It shows that the nonlinearity cannot be dismissed on dimensional grounds, but it is not the relative change in the width, which the linear calculation cannot determine.

\subsection{The silicon film beside a real one}

The lattice constant, the growth rate and a temperature near 500 K are rough values for low-temperature silicon growth on silicon (001). The stiffness was chosen, and it is probably far too small for silicon at this temperature. A commonly quoted adatom mobility for the fast direction, with a barrier near 0.67 eV and a prefactor near $10^{-3}$ cm$^2$/s, suggests $\ell$ of about 3 nm or more. Then $K\approx(v/d)\ell^4$ is about 50 nm$^4$/s or more, and $W$ is at most about 0.15 layers, too small for a continuous height to describe. Only a barrier near 1 eV brings $\ell$ down to about 1 nm. The result $W=0.0945$ nm is therefore a linear-theory estimate for stated parameters, not a prediction for a particular film. A real surface can break the assumption of zero slope-driven current: in this model, at fixed $K$, growth rate and thickness, a 10 meV step-edge barrier raises $W$ by about 24 percent with the continuum terrace current, or by about 10 percent if that current is halved, as for a two-bond terrace. Real silicon (001) is also reconstructed and diffuses atoms at different rates along its two surface directions, which an isotropic $K$ omits. At low temperature, epitaxy can break down beyond a limited thickness, and 20 nm may already lie beyond it; the growth equation does not contain that failure. The computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
TESTS (lattice units where no unit is given)
simulated W^2 at t=20: 0.9622
diagonalized-lattice W^2 at t=20: 0.9370
diagonalized-lattice W^2 at t=50000: 43.162
continuum W^2 with finite-size term: 43.077
shot noise/formula, 1 nm cells: 0.991
shot noise/formula, 2 nm cells: 0.987
EXAMPLE INPUTS
rough lattice constant: 0.543 nm
growth rate: 0.10 nm/s
film thickness: 20.0 nm
chosen K: 0.10 nm^4/s
temperature: 500 K
EXAMPLE RESULTS
atomic volume: 0.02001 nm^3
layer height d: 0.1358 nm
surface site length: 0.3840 nm
noise parameter D: 0.001001 nm^4/s
growth time: 200.0 s
W^2 from formula: 0.008926 nm^2
W^2 from quadrature: 0.008926 nm^2
W: 0.0945 nm = 0.696 layers
lateral length xi: 2.115 nm
circular cutoff: 9.233 nm^-1
rms slope with atomic cutoff: 0.0724
W at thickness 5 nm: 0.0668 nm
W at thickness 80 nm: 0.1336 nm
W with K times 0.5: 0.1124 nm
W with K times 2.0: 0.0794 nm
NEGLECTED EFFECTS
cutoff loss in W^2: 0.105 %
window side: 1000 nm
window loss in W^2: 0.00448 %
whole-layer addition to W^2: 17.17 %
remaining layer periodicity: 7.04e-05
estimated diffusion length: 0.607 nm
diffusion/shot noise at k=1/xi: 0.165
estimated nonlinear lambda: 0.737 nm^3/s
nonlinear coupling lambda^2 D xi^2/K^3: 2.43
thermal energy: 43.09 meV
barrier 5 meV: nu = 0.00980 nm^2/s
  W^2 ratio, full: 1.214; first order: 1.175
barrier 10 meV: nu = 0.01924 nm^2/s
  W^2 ratio, full: 1.529; first order: 1.343
barrier 50 meV: nu = 0.07883 nm^2/s
  W^2 ratio, full: 89.397; first order: 2.407
\end{verbatim}
